# Solving the singular linear system for the KLI constants

## The symmetry that makes the matrix singular

Adding a constant $a$ to a potential changes none of its orbitals. The exchange potential $v_x$ of Krieger, Li and Iafrate (KLI) contains one number per occupied orbital,

$$c_i=\int n_i(\mathbf r)\,[v_x(\mathbf r)-u_i(\mathbf r)]\,d^3r ,\qquad (1)$$

where $n_i=|\phi_i|^2$ is normalized and $u_i$ is built from the orbitals. Under $v_x\to v_x+a$ the $u_i$ stay fixed and every $c_i$ becomes $c_i+a$. Linear equations for the $c_i$ whose coefficients come from the orbitals alone, and which hold for $v_x$ and $v_x+a$ alike, must therefore have a matrix that annihilates $\mathbf 1=(1,\dots,1)^T$. They can fix differences of the constants, but not their common level. That level needs a separate condition, here the behaviour of $v_x$ far from the system.

## Conventions and the KLI potential

Rydberg atomic units are used: the kinetic operator is $-\nabla^2$, the electron repulsion is $2/|\mathbf r-\mathbf r'|$, and lengths are in bohr. Each spin channel is treated separately. It has $N$ orthonormal occupied orbitals, with occupation one, in a finite system. The orbitals are taken real where this matters; for complex ones, use the real part of $u_i$. The exchange energy of the channel is

$$E_x=-\frac12\sum_{ij}\iint\frac{2\,\phi_i^*(\mathbf r)\phi_j(\mathbf r)\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

A given $\phi_i^*$ occurs in two places, and exchanging the labels and the integration variables shows that they contribute equally. This cancels the factor $\frac12$:

$$u_i\phi_i\equiv\frac{\delta E_x}{\delta\phi_i^*}=-\sum_j\phi_j(\mathbf r)\int\frac{2\,\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.\qquad (2)$$

Multiplying by $\phi_i^*$, integrating and summing gives $\sum_i\int n_iu_i=2E_x$.

The optimized effective potential is the local $v_x$ for which $\delta E_x=\int v_x\,\delta n$ under any small change $\delta v$ of the total potential. Both sides follow from the orbital changes, so

$$\sum_i\int(v_x-u_i)\,\phi_i\,\delta\phi_i^*\,d^3r+\text{c.c.}=0 .$$

First-order perturbation theory, for levels without degeneracy, gives $\delta\phi_i^*=\sum_{k\ne i}\phi_k^*\langle i|\delta v|k\rangle/(\varepsilon_i-\varepsilon_k)$. Since $\delta v(\mathbf r)$ is arbitrary, its coefficient must vanish:

$$\sum_i\sum_{k\neq i}\phi_i^*(\mathbf r)\phi_k(\mathbf r)\frac{\langle k|v_x-u_i|i\rangle}{\varepsilon_i-\varepsilon_k}+\text{c.c.}=0 .$$

The KLI approximation replaces every denominator by one constant, including those with $k$ occupied. The constant then drops out. Completeness turns the sum over $k\ne i$ into the full sum minus the term $k=i$:

$$\sum_{k\neq i}\phi_k\langle k|v_x-u_i|i\rangle=(v_x-u_i)\phi_i-c_i\phi_i .$$

Hence $\sum_i n_i(v_x-u_i-c_i)=0$. With $n=\sum_i n_i$,

$$v_x=v_S+\sum_j c_j\frac{n_j}{n},\qquad v_S=\frac1n\sum_i n_iu_i .\qquad (3)$$

Here $v_S$ is the Slater potential. The denominators were the approximation; what follows from (1) and (3) is algebra.

## The linear system

Equation (3) contains the $c_j$, and by (1) the $c_j$ contain $v_x$. To close the loop, multiply (3) by $n_i$ and integrate:

$$\int n_iv_x=\int n_iv_S+\sum_jM_{ij}c_j,\qquad M_{ij}=\int\frac{n_in_j}{n}\,d^3r .$$

Subtracting $\int n_iu_i$ from both sides makes the left side $c_i$, so

$$(1-M)\,c=b,\qquad b_i=\int n_i(v_S-u_i)\,d^3r .\qquad (4)$$

$M$ is dimensionless and symmetric, with $M_{ij}\ge0$. Its integrals converge because $n_in_j/n\le n_i$.

**Singularity.** Summing a row gives $\sum_jM_{ij}=\int n_i\,n/n=\int n_i=1$. Therefore $(1-M)\mathbf 1=0$, as the symmetry demanded.

**Size of the null space.** For a real vector $x$, the unit row sums and the symmetry of $M$ allow us to write $\sum_ix_i^2=\frac12\sum_{ij}M_{ij}(x_i^2+x_j^2)$. Consequently

$$x^T(1-M)x=\frac12\sum_{ij}M_{ij}(x_i-x_j)^2\ge0 .\qquad (5)$$

A symmetric matrix with no negative eigenvalue annihilates $x$ exactly when this form vanishes. That requires $x_i=x_j$ whenever $M_{ij}>0$. Call two orbitals linked if their densities overlap. If links connect all orbitals, directly or through others, the null space contains the multiples of $\mathbf 1$ and nothing else. If the orbitals fall into several groups without mutual overlap, there is one null vector per group.

**Consistency.** A singular symmetric system has a solution if its right-hand side is orthogonal to the null space. Here

$$\sum_ib_i=\int n\,v_S-\sum_i\int n_iu_i=0$$

by the definition of $v_S$. The same sum vanishes within each separate group, because only that group's orbitals contribute to $n$ and $n v_S$ where its density is nonzero. For connected orbitals the solutions thus form the line $c+a\mathbf 1$.

## Dropping the highest orbital

Let $N$ label the highest occupied orbital. Set $c_N=0$ and delete row and column $N$ of $1-M$, leaving a matrix $R$:

$$\sum_{j<N}R_{ij}c_j=b_i,\qquad i<N .\qquad (6)$$

For any $y$ with $N-1$ components, put $x=(y,0)$. Then $y^TRy=x^T(1-M)x$, which by (5) vanishes only for constant $x$. As the last component is zero, $y=0$. For connected orbitals $R$ is therefore positive definite, and (6) has one solution.

The deleted equation is not lost. Let $\rho_i=[(1-M)c-b]_i$. The columns of $1-M$ sum to zero, and so does $b$, so $\sum_i\rho_i=0$. The first $N-1$ residuals vanish by (6); hence $\rho_N=0$.

Two small cases serve as checks. For $N=1$ there is nothing to solve: $c_1=0$ and $v_x=u_1$. For $N=2$ the row sum gives $1-M_{11}=M_{12}$, so $c_1=b_1/M_{12}$. A small overlap puts a small number in the denominator, but also in the numerator. Since $v_S-u_1=n_2(u_2-u_1)/n$, we have $b_1=\int (n_1n_2/n)(u_2-u_1)\,d^3r$. Thus $c_1$ is the mean of $u_2-u_1$ with weight $n_1n_2/n$: a ratio of two small numbers. Only points in the overlap region carry weight, although the values of $u_1$ and $u_2$ there depend, through the integrals in (2), on the orbitals everywhere.

**Why the highest one.** Any orbital $k$ could be dropped to remove the singularity. The solution would be $c_i-c_k$, and since $\sum_in_i/n=1$, the potential would be $v_x-c_k$. The tail decides between these choices. Where $\phi_N$ decays most slowly, $\phi_i/\phi_N\to0$ for $i<N$. Then $n_i/n\to0$, and $n_iu_i/n\to0$ as well, since by (2) its terms are at most of order $\phi_i/\phi_N$. What remains is

$$v_x\to u_N+c_N,\qquad u_N\to-\frac2r ,$$

where the second limit is the $j=N$ term of (2), the potential of one unit of charge. Requiring $v_x\to0$ gives $c_N=0$.

There are two qualifications:

- On a nodal surface of $\phi_N$ that extends to infinity, the slowest orbital present is some other $\phi_m$. The same argument then gives $v_x\to c_m$ there, which need not be zero.
- The highest level may be degenerate. If symmetry operations permute the densities of its members and leave the set of all $n_i$ and $u_i$ unchanged, a permuted solution is again a solution. For connected orbitals it can differ from the original only by $a\mathbf 1$, and since both have the same sum of components, $a=0$. Members that an operation carries into one another therefore have equal constants. If the operations connect all members in this way, as for $p_x,p_y,p_z$ in a spherical atom, dropping one sets all to zero. Otherwise this is not guaranteed.

## Pseudocode

The routine runs once per spin channel and per self-consistency cycle. Grid weights are $w_g$.

```
input: occupied orbitals phi[i], highest last
normalize each phi[i] with the grid weights
for each i:
    k[i]  = exchange action u_i phi_i, eq. (2)
    d[i]  = |phi[i]|^2
    q[i]  = Re( conj(phi[i]) * k[i] )   # n_i u_i
n  = sum_i d[i]
vS = sum_i q[i] / n
for i, j:  M[i,j] = sum_g w * d[i]*d[j] / n
for i:     b[i]   = sum_g w * (d[i]*vS - q[i])
c[N] = 0
if N > 1:
    R = (1 - M) without row and column N
    c[1..N-1] = Cholesky solve of R c = b[1..N-1]
check: residual of the deleted equation N
return vx = vS + sum_i c[i]*d[i] / n
```

The product $n_iu_i$ is formed directly, so there is no division by $\phi_i$ at its nodes. The returned potential is mixed with the previous one, and new orbitals are computed until the change is small.

**Cost.** For $G$ grid points, (2) needs the electrostatic potentials of $N(N+1)/2$ orbital pairs. $M$ takes of order $N^2G$ operations and the Cholesky solve of order $N^3$. When $G\gg N$, the solve is small beside the formation of $M$.

**Iteration without $M$.** One can instead insert trial constants in (3), evaluate (1), subtract the new $c_N$ from all constants, and repeat. A pass costs of order $NG$ operations. An error $e$ becomes $Me$ plus a multiple of $\mathbf 1$. Now $x^TMx=\int(\sum_ix_in_i)^2/n\ge0$, and (5) bounds the eigenvalues of $M$ above by one. For connected orbitals, the error is therefore multiplied per pass, asymptotically, by a factor no larger than the largest eigenvalue of $M$ below one, here called $\mu$. The iteration slows down when $\mu$ is near one.

## Worked example: the magnesium atom

The atom is treated without relativity or correlation, with the KLI potential made self-consistent. Each spin has the orbitals 1s, 2s, three 2p and 3s. The density is spherical, so the three 2p constants are equal by the symmetry argument above. With 3s dropped, five equations reduce to three. The coefficient of $c_{2p}$ in the 2p equation, for example, is

$$1-0.41046-2(0.13682)=0.31590 ,$$

and in the other two rows the 2p element is multiplied by three. In Ry,

$$\begin{aligned}
0.20853\,c_{1s}-0.03889\,c_{2s}-0.16788\,c_{2p}&=0.94553\\
-0.03889\,c_{1s}+0.75018\,c_{2s}-0.69078\,c_{2p}&=0.22293\\
-0.05596\,c_{1s}-0.23026\,c_{2s}+0.31590\,c_{2p}&=-0.35385
\end{aligned}$$

The first line gives $c_{1s}=4.53426+0.18650\,c_{2s}+0.80506\,c_{2p}$. Inserted in the other two, this leaves

$$\begin{aligned}
0.74293\,c_{2s}-0.72209\,c_{2p}&=0.39927\\
-0.24070\,c_{2s}+0.27085\,c_{2p}&=-0.10011
\end{aligned}$$

with the solution $c_{2s}=1.308$, $c_{2p}=0.793$ and then $c_{1s}=5.416$ Ry. The program, working with unrounded entries, finds 1.3080, 0.7928 and 5.4165 Ry, which are 17.80, 10.79 and 73.70 eV. The deleted 3s equation can now be checked:

$$-0.00175(5.4165)-0.02052(1.3080)-3(0.02969)(0.7928)=-0.1069\ \text{Ry},$$

in agreement with $b_{3s}=-0.1069$ Ry.

By (1), the mean of $v_x$ over the 1s density is the mean of $u_{1s}$ plus $c_{1s}$, or $-15.1454+5.4165=-9.7289$ Ry. The common local potential is thus less attractive for the 1s electron than its own $u_{1s}$.

The tail shows the effect of the choice of orbital. At $r=15.20$ bohr, $-2/r=-0.1316$ Ry, and $v_x$ with 3s dropped has the same value to the digits shown. Dropping 1s instead gives $-5.5481$ Ry, lower by $c_{1s}$. The orbitals would be the same, but all orbital energies would move down by 5.4165 Ry and would no longer be measured from the vacuum level.

The KLI total energy is $-399.2214$ Ry ($-5431.68$ eV). Restricted Hartree–Fock minimizes the same energy expression over all closed-shell determinants, the KLI one included, so its energy cannot be higher in the complete-basis limit. A separate calculation in a finite Gaussian basis gives $-399.2267$ Ry, which is 0.0053 Ry lower. A finite basis can only raise the Hartree–Fock energy, so this difference is a lower bound on the gap at the complete-basis limit. This basis is not converged to the digits shown: the complete-basis Hartree–Fock energy is $-399.2293$ Ry, about 0.0026 Ry lower still, which makes the gap about 0.0078 Ry.

## Stability and failure modes

**A weakly linked highest orbital.** Inserting a normalized vector with $N-1$ equal components in $y^TRy$ bounds the smallest eigenvalue of $R$. Since the row sums of $R$ are $M_{iN}$,

$$\lambda_{\min}(R)\le\frac{1}{N-1}\sum_{i<N}M_{iN}=\frac{1-M_{NN}}{N-1}.$$

For magnesium the bound is $(1-0.88867)/5=0.0223$, and the computed eigenvalue is 0.0218. The next eigenvalue of $R$ is 0.265. If the equal-component vector has weight $w$ outside the lowest eigenvector, its quadratic form is at least $0.0218+w\,(0.265-0.0218)$, so $w\le(0.0223-0.0218)/(0.265-0.0218)\approx0.002$. The soft direction is therefore close to a common shift of all inner constants against 3s. An error in $b$ can be amplified by up to $1/0.0218\approx46$. The ratio of largest to smallest eigenvalue, $0.987/0.0218\approx45$, is harmless in double precision.

**Slow iteration.** In the same atom $\mu=0.8711$, and the measured contraction per pass is also 0.8711. Reducing a change of order 1 Ry to $10^{-12}$ Ry should take about $\ln10^{-12}/\ln0.8711\approx200$ passes; the program needs 195. The direct solve of (6) avoids them.

**Separated fragments.** As the overlap between two groups of orbitals goes to zero, a second eigenvalue of $1-M$ goes to zero by (5), and one deletion no longer suffices. In a model of two separate boxes with two orbitals each, $1-M$ has two zero eigenvalues, and the matrix left after one deletion is still singular. Each isolated group then needs its own reference, for instance $c=0$ for its own highest orbital if its potential is to vanish far from it. At small but finite overlap (6) remains solvable, but the relative level of the groups is weighted by the density in the thin overlap region, which the grid must resolve. When the elements $M_{ij}$ that link the groups approach the rounding error of unity, $1-M_{ii}$ and $b_i$, both formed by subtraction, no longer carry enough digits, and refining the grid does not help.

**Solving the full system.** In exact arithmetic elimination on $1-M$ meets a zero pivot. In floating-point arithmetic the pivot may be a rounding error instead, and the answer then contains an uncontrolled multiple of $\mathbf 1$. A pseudoinverse avoids this for connected orbitals, provided its cutoff counts the numerically zero eigenvalue as zero and keeps the others: it selects the solution with $\sum_ic_i=0$, and subtracting its $c_N$ from all components gives the solution of (6).

**Orbitals not normalized on the grid.** Let $\nu_i=\sum_gw_gn_i$. The row sums of $M$ are then $\nu_i$, and $1-M$ is in general no longer exactly singular, which can hide the problem from a solver. The sum of the $b_i$ still vanishes on the grid. Repeating the argument for the deleted equation gives its residual as $\rho_N=\sum_j(1-\nu_j)c_j$. A residual well above rounding error therefore points to faulty normalization, or to an $n$ or $v_S$ that was not built from the same orbitals. The converse does not hold: since $c_N=0$, $\nu_N$ does not enter $\rho_N$, and a wrongly normalized highest orbital leaves the residual at zero. The pseudocode therefore normalizes first and uses the residual only as a final check.

**Vanishing density.** Where $n$ underflows, $n_i/n$ becomes $0/0$. Such points must be left out of both $M$ and $b$, because $v_S$ also divides by $n$. This is harmless, since $n_in_j/n\le n_i$ and every term of $n_iu_i$ contains a product of two orbitals. The potential $v_x$ can be set to $-2/r$ there if no nodal surface is near. In a Gaussian basis the far tails of several orbitals may share the same most diffuse function. Then $n_i/n$ tends to a constant instead of zero, and $v_x$ tends to a spurious constant although $c_N=0$. The tail should be judged at distances where the basis still describes the decay of the orbitals.

The numerical check tests the constants against the iteration that never forms $M$, and repeats the atom on a second mesh.

## Values computed for the example and the checks

```
Mg atom, self-consistent KLI, exchange only, nonrelativistic
nuclear charge Z = 12, mesh radius = 25.0 bohr
self-consistency cycles = 33
matrix M (no unit), order 1s 2s 2px 2py 2pz 3s
  1s   0.79147  0.03889  0.05596  0.05596  0.05596  0.00175
  2s   0.03889  0.24982  0.23026  0.23026  0.23026  0.02052
  2px  0.05596  0.23026  0.41046  0.13682  0.13682  0.02969
  2py  0.05596  0.23026  0.13682  0.41046  0.13682  0.02969
  2pz  0.05596  0.23026  0.13682  0.13682  0.41046  0.02969
  3s   0.00175  0.02052  0.02969  0.02969  0.02969  0.88867
shell: mean u_i, mean v_S, b_i, orbital energy (Ry)
  1s:  -15.14544  -14.19991    0.94553  -92.62173
  2s:   -4.51420   -4.29127    0.22293   -6.21080
  2p:   -3.88945   -4.24329   -0.35385   -3.76295
  3s:   -0.63728   -0.74420   -0.10691   -0.50482
sum of b over six orbitals: size below 1e-9 Ry: True
eigenvalues of 1 - M (no unit): 0.00000 0.12894 0.26945 0.72636 0.72636 0.98756
eigenvalues of reduced matrix (no unit): 0.02183 0.26532 0.72636 0.72636 0.98747
KLI constants with 3s dropped
  c(1s) = 5.41653 Ry = 73.6956 eV
  c(2s) = 1.30800 Ry = 17.7963 eV
  c(2px) = 0.79279 Ry = 10.7865 eV
  c(2py) = 0.79279 Ry = 10.7865 eV
  c(2pz) = 0.79279 Ry = 10.7865 eV
  c(3s) = 0.00000 Ry = 0.0000 eV
constants with 1s dropped instead (Ry): 0.00000 -4.10852 -4.62373 -4.62373 -4.62373 -5.41653
tail point r = 15.1977 bohr
  -2/r = -0.13160 Ry
  v_x, 3s dropped = -0.13160 Ry
  v_x, 1s dropped = -5.54813 Ry
repeated definition: passes to 1e-12 Ry = 195
  measured contraction per pass = 0.8711
  largest eigenvalue of M below one = 0.8711
largest change of c between meshes = 1.2e-12 Ry
KLI total energy = -399.2214 Ry = -5431.68 eV
Hartree-Fock energy, Gaussian basis = -399.2267 Ry
KLI minus Hartree-Fock = 0.0053 Ry
two separate boxes, eigenvalues of 1 - M (no unit): 0.0000 0.0000 0.7639 0.7639
```
